# Wigner's 2n+1 and 2n+2 Rules for Molecular Energy Derivatives

## 1. Definitions and conventions

Let $x=(x_1,\dots,x_M)$ be nuclear displacements, with $x=0$ the geometry at which derivatives are wanted. Let $\lambda$ be the column of wave-function parameters and $E(x,\lambda)$ the energy expression. The parameters that solve the electronic problem at $x$ are $\lambda^*(x)$, and $E(x)=E(x,\lambda^*(x))$ is the potential energy surface.

Subscripts on $E$, $e$ and $L$ are partial derivatives; for example, $E_{i\lambda}=\partial^2E/\partial x_i\partial\lambda$. Superscripts are derivatives of the solution at $x=0$: $\lambda^i=\partial\lambda^*/\partial x_i$ and $\lambda^{ij}=\partial^2\lambda^*/\partial x_i\partial x_j$. Repeated parameter indices are contracted. $\sum_3$ is the sum over the three ways of singling out one of the indices $i,j,k$.

"Known through order $n$" means that the Taylor polynomial of total degree $n$ in $x$ is known. All functions are assumed smooth near the solution. Basis functions that move with the nuclei enter through the explicit $x$-dependence. Algebra is in atomic units, numbers in eV and angstrom.

Two cases are distinguished.

- **Variational:** $E_\lambda(x,\lambda^*)=0$, and $G=E_{\lambda\lambda}$ is nonsingular.
- **Non-variational:** $\lambda^*$ solves as many equations $e(x,\lambda)=0$ as there are parameters, and $J=e_\lambda$ is nonsingular. In general $E_\lambda\neq0$.

The claims are these. In the variational case, $\lambda$ through order $n$ gives the energy through order $2n+1$. In the non-variational case, multipliers through order $n$ give the energy through order $2n+2$, provided that $\lambda$ is known through order $n+1$.

## 2. One parameter, one coordinate

Take $E(x,\lambda)=\tfrac12g\lambda^2-f(x)\lambda$ with $f=f_1x+f_2x^2$. Stationarity gives $\lambda^*=f/g$. Insert $\lambda^*+\delta$:

$$E(x,\lambda^*+\delta)=E(x)+(g\lambda^*-f)\delta+\tfrac12g\delta^2=E(x)+\tfrac12g\delta^2 .$$

The linear term vanishes by stationarity. Knowing $\lambda$ through first order means using $f_1x/g$, so $\delta=-f_2x^2/g$ and the energy error is $f_2^2x^4/(2g)$. The energy is correct through $x^3$.

Check against the exact result:

$$E(x)=-\frac{f^2}{2g}=-\frac{f_1^2x^2+2f_1f_2x^3+f_2^2x^4}{2g}.$$

The truncated parameter gives

$$\frac{f_1^2x^2}{2g}-\frac{(f_1x+f_2x^2)f_1x}{g}=-\frac{f_1^2x^2}{2g}-\frac{f_1f_2x^3}{g},$$

which has the right quadratic and cubic terms. The coefficient $f_2$ reaches the cubic term through the explicit $x$-dependence of $E$, although the second-order parameter was never used. As $g\to0$ the parameter $\lambda^*=f/g$, the energy and the error all grow as $1/g$. At $g=0$ the stationarity condition $g\lambda=f$ has no solution where $f\neq0$, so there is no smooth $\lambda^*(x)$ to expand. Nonsingular $G$ excludes this case.

For a non-variational counterpart take $E=b(x)\lambda$ with the equation $e=g\lambda-f(x)=0$. An error $\delta$ in $\lambda$ now changes the energy by $b\delta$, which is linear. Form $L=b\lambda+\mu(g\lambda-f)$ and choose $\mu^*=-b/g$, so that $L_\lambda=0$. With errors $\delta$ and $\varepsilon$ in $\lambda$ and $\mu$, and using $g\lambda^*-f=0$,

$$L=b\lambda^*+b\delta+(\mu^*+\varepsilon)g\delta=E(x)+(b+\mu^*g)\delta+\varepsilon g\delta=E(x)+\varepsilon g\delta .$$

The error is a product of two errors. No $\varepsilon^2$ term appears, and this is the origin of the extra order for multipliers.

## 3. General variational case

Because $G$ is nonsingular, the implicit function theorem gives a smooth $\lambda^*(x)$ near $x=0$. Let $\lambda_n(x)$ be its Taylor polynomial of degree $n$. Then $\delta=\lambda_n-\lambda^*=O(|x|^{n+1})$. Expanding about $\lambda^*(x)$ at fixed $x$,

$$E(x,\lambda_n)-E(x)=E_\lambda\delta+\tfrac12\delta^TG\delta+O(|\delta|^3)=O(|x|^{2n+2}),$$

since $E_\lambda(x,\lambda^*(x))=0$ at every $x$, not just at $x=0$.

This also covers mixed derivatives. Suppose the difference had a nonzero Taylor term of lowest degree $d\le2n+1$. Along some ray $x=su$ it would then behave as $s^d$, contradicting the bound. All partial derivatives through order $2n+1$ therefore agree. This is the $2n+1$ rule. The proof uses stationarity and nonsingular $G$; it does not need a minimum.

For the equations, differentiate $E_\lambda(x,\lambda^*(x))=0$ once:

$$G\lambda^i=-E_{\lambda i}.$$

Now insert $\lambda_1(x)=\lambda^*(0)+\sum_ix_i\lambda^i$ into $E$ and differentiate at $x=0$. The first derivative is $E_i+E_\lambda\lambda^i=E_i$, so the gradient needs no response. The second is

$$E_{ij}+E_{i\lambda}\lambda^j+E_{j\lambda}\lambda^i+\lambda^iG\lambda^j .$$

The response equation gives $\lambda^iG\lambda^j=-E_{j\lambda}\lambda^i$, which cancels the third term. The Hessian is thus $E_{ij}+E_{i\lambda}\lambda^j$. Because $\lambda_1$ is linear in $x$, the third derivative has no terms from its curvature:

$$E_{ijk}+\sum_3E_{ij\lambda}\lambda^k+\sum_3E_{i\lambda\lambda}\lambda^j\lambda^k+E_{\lambda\lambda\lambda}\lambda^i\lambda^j\lambda^k .$$

By the rule with $n=1$ this is the full cubic constant. The cancellation can also be seen directly. Differentiating $E(x,\lambda^*(x))$ three times adds the terms

$$\sum_3(E_{i\lambda}+\lambda^iG)\lambda^{jk}+E_\lambda\lambda^{ijk},$$

and each vanishes by the first-order or zeroth-order equation.

One limitation concerns convergence. If the zeroth-order parameters carry an error $\eta$, the energy error is quadratic in $\eta$, but the computed gradient $E_i(0,\lambda^*+\eta)$ is wrong by $E_{i\lambda}\eta$ to leading order. A gradient needs tighter convergence than the energy alone suggests.

## 4. General non-variational case

Define

$$L(x,\lambda,\mu)=E(x,\lambda)+\mu^Te(x,\lambda),\qquad L_\lambda=0\;\Rightarrow\;J^T\mu^*=-E_\lambda .$$

Since $J$ is nonsingular, $\lambda^*(x)$ and $\mu^*(x)$ exist and are smooth. At the solution $e=0$, so $L=E(x)$.

Let $\lambda$ be known through order $p$ and $\mu$ through order $q\le p$. Their errors are $\delta=O(|x|^{p+1})$ and $\varepsilon=O(|x|^{q+1})$. Linearity of $L$ in $\mu$ allows the split

$$L(x,\lambda^*+\delta,\mu^*+\varepsilon)=L(x,\lambda^*+\delta,\mu^*)+\varepsilon^Te(x,\lambda^*+\delta).$$

In the first term the linear part vanishes because $L_\lambda=0$. In the second, $e(x,\lambda^*)=0$. Hence

$$L-E(x)=\tfrac12\delta^TL_{\lambda\lambda}\delta+\varepsilon^TJ\delta+O(|\delta|^3)+O(|\varepsilon||\delta|^2).$$

The first term is of order $2p+2$ and the second of order $p+q+2$. For $q\le p$ the second sets the bound, so the energy is correct through order

$$p+q+1 .$$

With $p=q=n$ this is $2n+1$. With $p=n+1$ and $q=n$ it is $2n+2$, which is the rule for multipliers. The proviso on $\lambda$ matters: for $p=q=n$ the model of section 2 has the error $\varepsilon g\delta$, which is of order $2n+2$ whenever both next coefficients are nonzero.

As a limit, suppose $E_\lambda(x,\lambda^*)=0$ for all $x$. Then $\mu^*=0$ at every $x$, so $\varepsilon=0$, and the remaining error $\tfrac12\delta^TE_{\lambda\lambda}\delta$ reproduces section 3.

## 5. Equations for the non-variational derivatives

**Gradient** ($p=q=0$). Solve $e=0$ and $J^T\mu=-E_\lambda$. Then

$$\frac{dE}{dx_i}=L_i=E_i+\mu^Te_i .$$

One multiplier equation serves all $M$ coordinates.

**Hessian** ($p=1$, $q=0$). Differentiating $e(x,\lambda^*(x))=0$ gives $J\lambda^i=-e_i$. Insert $\lambda_1(x)$ and the constant $\mu$ into $L$. The second derivative is

$$L_{ij}+L_{i\lambda}\lambda^j+L_{j\lambda}\lambda^i+\lambda^iL_{\lambda\lambda}\lambda^j .$$

Here the last term does not cancel another, because $\lambda^i$ solves an equation with $J$, not with $L_{\lambda\lambda}$. No $\mu^i$ is needed.

**Cubic constants** ($p=q=1$). Differentiating $L_\lambda(x,\lambda^*(x),\mu^*(x))=0$ gives

$$J^T\mu^i=-(L_{\lambda i}+L_{\lambda\lambda}\lambda^i).$$

Now insert $\lambda_1(x)$ and $\mu+\sum_ix_i\mu^i$. The constant part of the multiplier gives the same pattern as in section 3, with $L$ in place of $E$. The linear part adds $\sum_ix_i\,\mu^i\cdot e(x,\lambda_1(x))$. In its third derivative one differentiation must remove the factor $x_i$, and the other two act on $e$, producing

$$s_{jk}=e_{jk}+e_{j\lambda}\lambda^k+e_{k\lambda}\lambda^j+e_{\lambda\lambda}\lambda^j\lambda^k .$$

The cubic constant is therefore

$$L_{ijk}+\sum_3L_{ij\lambda}\lambda^k+\sum_3L_{i\lambda\lambda}\lambda^j\lambda^k+L_{\lambda\lambda\lambda}\lambda^i\lambda^j\lambda^k+\sum_3\mu^i\cdot s_{jk}.$$

The last sum can be traded for second-order parameters. Differentiating $e=0$ twice gives $J\lambda^{jk}=-s_{jk}$, so

$$\mu^i\cdot s_{jk}=-(J^T\mu^i)\cdot\lambda^{jk}=(L_{\lambda i}+L_{\lambda\lambda}\lambda^i)\cdot\lambda^{jk}.$$

The right side needs $M(M+1)/2$ responses $\lambda^{jk}$; the left needs $M$ responses $\mu^i$. For $M=1$ the numbers are equal. For larger $M$ the multipliers require fewer linear solutions.

Each row below lists what must be solved in addition to the rows above it.

| Quantity | Variational | Lagrangian |
|---|---|---|
| energy | $E_\lambda=0$ | $e=0$ |
| gradient | nothing | $J^T\mu=-E_\lambda$ |
| Hessian | $G\lambda^i=-E_{\lambda i}$ | $J\lambda^i=-e_i$ |
| cubic | nothing | equation for $\mu^i$ |

## 6. One molecule, two energy expressions

The molecule H$_3^+$ is treated by full configuration interaction in the 6-31G basis. Its bond lengths $r_1,r_2,r_3$ are 0.85, 0.90 and 0.95 angstrom, and they serve as the coordinates. The basis is far from complete, and relativity and nuclear motion are left out. The digits quoted below belong to this model and serve to compare the formulas; they are not predictions for the real molecule. The basis shift is large: full configuration interaction in cc-pVTZ at the same geometry lowers the energy by 1.05 eV and changes the total derivatives $E_1$ from $-0.23$ to $-0.59$, $E_{11}$ from $19.6$ to $20.2$, $E_{12}$ from $-0.66$ to $-0.86$, $E_{111}$ from $-128$ to $-119$ and $E_{123}$ from $4.1$ to $7.4$, in the units of the table below. The energy change for the 0.04 angstrom stretch worked out below changes sign, from $+0.0050$ to $-0.0087$ eV.

Choose a reference function in which both electrons occupy the lowest orbital of the one-electron Hamiltonian, with coefficients frozen in the symmetrically orthonormalized basis. In the 21 singlet functions write

$$H=\begin{pmatrix}K&h^T\\h&A\end{pmatrix},\qquad v=\begin{pmatrix}1\\t\end{pmatrix}.$$

The 20 amplitudes $t$ play the part of $\lambda$. The eigenvalue equation $Hv=Ev$ has the rows $E=K+h\cdot t$ and $h+At=Et$. This suggests two energy expressions:

$$E_V=\frac{v^THv}{v^Tv},\qquad E_P=K+h\cdot t\ \text{ with }\ e=h+At-tE_P=0 .$$

The first is variational. The second is not, since $\partial E_P/\partial t=h\neq0$. Both have the same solution $t$.

**Regularity.** Differentiate $E_V\,v^Tv=v^THv$ twice with respect to $t$ at the stationary point, where first derivatives of $E_V$ vanish. This gives $G(1+t\cdot t)+2E\,I=2A$, hence $G=2(A-E)/(1+t\cdot t)$, where $E$ multiplies the unit matrix. Its lowest eigenvalue is 36.3 eV, so $G$ is nonsingular. For the projected form $J=A-E-th^T$. Since $(A-E)t=-h$,

$$\det J=\det(A-E)\,[1-h^T(A-E)^{-1}t]=\det(A-E)\,(1+t\cdot t)\neq0 .$$

Both conditions fail if another state of this singlet space becomes degenerate with the ground state, because $A-E$ is then singular: the degenerate eigenspace contains a vector with no reference component.

**Multipliers.** Try $\mu=t/(1+t\cdot t)$. Then

$$J^T\mu=\frac{(A-E)t-h(t\cdot t)}{1+t\cdot t}=\frac{-h-h(t\cdot t)}{1+t\cdot t}=-h,$$

as required. With this $\mu$, for any $t$ and any $H$,

$$L=E_P+\frac{t\cdot h+t^TAt-(t\cdot t)E_P}{1+t\cdot t}=\frac{K+2h\cdot t+t^TAt}{1+t\cdot t}=E_V .$$

At zeroth order in both $t$ and $\mu$ the two methods must therefore give the same energy at every displaced geometry. At higher truncation they can differ, because a Taylor polynomial for $\mu$ is not the same function of the truncated $t$.

**Derivatives.** The energy is $-35.4047$ eV, or $-1.30110$ hartree. In the table and the numerical example below, $E_1$, $E_{11}$, $E_{111}$ and so on denote total derivatives of the surface $E(x)$, that is, the complete expressions of sections 3 and 5, not the partial derivatives of section 1. Some of them are:

| Constant | Value | Unit |
|---|---:|---|
| $E_1$ | $-0.2343$ | eV/angstrom |
| $E_{11}$ | $19.631$ | eV/angstrom$^2$ |
| $E_{12}$ | $-0.662$ | eV/angstrom$^2$ |
| $E_{111}$ | $-127.97$ | eV/angstrom$^3$ |
| $E_{123}$ | $4.124$ | eV/angstrom$^3$ |

In atomic units $E_{111}=-0.6969$ hartree/bohr$^3$. Both sets of formulas were tested against numerical derivatives of the lowest eigenvalue for all 3 gradient components, 6 Hessian elements and 10 cubic constants. The largest cubic deviation is $4.3\times10^{-6}$ eV/angstrom$^3$.

To see the size of the terms, stretch $r_1$ by $s=0.04$ angstrom. The energy change through third order is

$$E_1s+\tfrac12E_{11}s^2+\tfrac16E_{111}s^3=-0.00937+0.01570-0.00137=0.0050\ \text{eV}.$$

The gradient is nonzero, so this is not an equilibrium geometry and the Hessian should not be used for harmonic frequencies.

**Omitted terms.** Direct differentiation gives $dE_P/dx_i=K_i+h_i\cdot t+h\cdot t^i$. Dropping both the amplitude response and the multipliers loses $h\cdot t^i$, an error of up to 1.86 eV/angstrom. For this reference the loss exceeds the largest gradient component, 1.28 eV/angstrom. Dropping $h\cdot t^{ij}$ from the directly differentiated Hessian, again without multipliers, costs up to 3.16 eV/angstrom$^2$. Leaving out $\mu^i$ in the cubic formula costs up to 20.1 eV/angstrom$^3$. These sizes depend on the reference function. With the Hartree-Fock orbital as reference, frozen in the same way, the largest gradient loss falls to 0.24 eV/angstrom and the loss in $E_{11}$ from 3.16 to 1.11 eV/angstrom$^2$, while the loss in $E_{111}$ rises from 20.1 to 23.1 eV/angstrom$^3$. With three coordinates, the 3 responses $\mu^i$ replace 6 responses $t^{ij}$; the exchange identity was tested for all ten constants.

**Error orders.** Truncated parameters were inserted at eight displaced geometries for each step length: plus and minus a step along each bond length and along the normalized symmetric stretch. An error $as^k+bs^{k+1}$ and its partner at $-s$ have squares whose cross terms of order $s^{2k+1}$ cancel in the sum, so this pairing removes the leading correction to the measured power. The root-mean-square differences from the full CI energy in the same basis, taken over these eight geometries, are:

| Truncation | 0.08 angstrom | 0.04 angstrom | Power |
|---|---:|---:|---:|
| variational $n=0$ | 4.81e-2 eV | 1.20e-2 eV | 2.00 |
| variational $n=1$ | 1.25e-4 eV | 7.79e-6 eV | 4.00 |
| variational $n=2$ | 4.12e-7 eV | 6.43e-9 eV | 6.00 |
| $p=0,\ q=0$ | 4.81e-2 eV | 1.20e-2 eV | 2.00 |
| $p=1,\ q=0$ | 1.50e-3 eV | 1.87e-4 eV | 3.00 |
| $p=1,\ q=1$ | 1.47e-4 eV | 9.19e-6 eV | 4.00 |
| $p=2,\ q=0$ | 3.27e-5 eV | 2.04e-6 eV | 4.00 |
| $p=2,\ q=1$ | 2.73e-6 eV | 8.47e-8 eV | 5.01 |

The power is the base-2 logarithm of the error ratio. For $p=1,\ q=0$ the ratio is $1.50\times10^{-3}/1.87\times10^{-4}=8.0=2^3$: the first wrong order is the third, and the energy is correct through the second. The variational rows follow $2n+2$ and the Lagrangian rows $p+q+2$. The rows $n=0$ and $p=q=0$ coincide, as the identity $L=E_V$ requires.

The rows $p=1,\ q=1$ and $p=2,\ q=1$ show the proviso at work. With multipliers through first order in both, the energy reaches fourth order when the second-order amplitudes are included, and stops at third order without them.

## Values computed for the example and the checks

```
H3+ bond lengths r1 r2 r3 (angstrom): 0.85 0.9 0.95
orbitals, singlet functions, amplitudes: 6 21 20
difference-grid step: 0.02 angstrom
full CI energy: -35.40473 eV = -1.3010997 hartree
reference energy H00: -33.84866 eV
squared amplitude norm t.t: 0.03645
lowest eigenvalue of G: 36.308 eV
columns: direct, variational, Lagrangian
E_1 (eV/angstrom): -0.2343 -0.2343 -0.2343
E_2 (eV/angstrom): 0.6353 0.6353 0.6353
E_3 (eV/angstrom): 1.2841 1.2841 1.2841
E_11 (eV/angstrom^2): 19.6310 19.6310 19.6310
E_12 (eV/angstrom^2): -0.6620 -0.6620 -0.6620
E_13 (eV/angstrom^2): -0.8664 -0.8664 -0.8664
E_22 (eV/angstrom^2): 14.0813 14.0813 14.0813
E_23 (eV/angstrom^2): -1.0961 -1.0961 -1.0961
E_33 (eV/angstrom^2): 9.8559 9.8559 9.8559
E_111 (eV/angstrom^3): -127.9716 -127.9715 -127.9715
E_112 (eV/angstrom^3): -0.6559 -0.6559 -0.6559
E_113 (eV/angstrom^3): -0.7204 -0.7204 -0.7204
E_122 (eV/angstrom^3): -0.2071 -0.2071 -0.2071
E_123 (eV/angstrom^3): 4.1236 4.1236 4.1236
E_133 (eV/angstrom^3): 0.3353 0.3353 0.3353
E_222 (eV/angstrom^3): -96.4938 -96.4938 -96.4938
E_223 (eV/angstrom^3): -0.1721 -0.1721 -0.1721
E_233 (eV/angstrom^3): 0.4332 0.4332 0.4332
E_333 (eV/angstrom^3): -73.4133 -73.4133 -73.4133
E_111 in hartree/bohr^3: -0.69689
largest deviation, order 1: 2.0e-10 eV/angstrom^1
largest deviation, order 2: 1.7e-10 eV/angstrom^2
largest deviation, order 3: 4.3e-06 eV/angstrom^3
largest error, gradient without mu: 1.8636 eV/angstrom^1
largest error, Hessian without mu and t^ij: 3.1562 eV/angstrom^2
largest error, cubic without mu^i: 20.1491 eV/angstrom^3
first-order responses t^i, mu^i; second-order t^ij: 3 3 6
rms energy errors at displacements (angstrom): 0.08 0.04
variational n=0: 4.81e-02 1.20e-02 eV, power 2.00
variational n=1: 1.25e-04 7.79e-06 eV, power 4.00
variational n=2: 4.12e-07 6.43e-09 eV, power 6.00
Lagrangian p=0 q=0: 4.81e-02 1.20e-02 eV, power 2.00
Lagrangian p=1 q=0: 1.50e-03 1.87e-04 eV, power 3.00
Lagrangian p=1 q=1: 1.47e-04 9.19e-06 eV, power 4.00
Lagrangian p=2 q=0: 3.27e-05 2.04e-06 eV, power 4.00
Lagrangian p=2 q=1: 2.73e-06 8.47e-08 eV, power 5.01
```
